# Why atomic screening stops the growth of the bremsstrahlung logarithm: a numerical check

```python
# Bremsstrahlung on a neutral atom, tree level, first Born approximation.
# Result under test: the least momentum transfer is delta = m^2 w/(2 E Ef), and
#   w dsigma/dw = 4 Z^2 alpha r_e^2 [(1+y^2) L1 - (2/3) y L2],  y = Ef/E,
# with L1 = ln(m/delta) - 1/2 for a bare nucleus, but L1 -> about
# ln(183 Z^(-1/3)) when delta is far below 1/a (a = Thomas-Fermi radius).
# E, Ef: electron energy before and after; w: photon energy; F: form factor / Z.
# Inside the program energies and momenta are in units of the electron mass m.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

alpha = const.fine_structure
mass_MeV = const.physical_constants['electron mass energy equivalent in MeV'][0]
r_e = const.physical_constants['classical electron radius'][0]


def delta_min(E, Ef):
    return (E - Ef) / (2 * E * Ef)


# ---- least momentum transfer: scan of the emission angles ----
E, Ef = 1000.0, 400.0
w = E - Ef
p, pf = np.sqrt(E**2 - 1), np.sqrt(Ef**2 - 1)
angles = np.linspace(-0.01, 0.01, 201)
th_e, th_g, azimuth = np.meshgrid(angles, angles, np.linspace(0, np.pi, 7))
qx = -pf * np.sin(th_e) - w * np.sin(th_g) * np.cos(azimuth)
qy = -w * np.sin(th_g) * np.sin(azimuth)
qz = p - pf * np.cos(th_e) - w * np.cos(th_g)
scan_min = np.sqrt(qx**2 + qy**2 + qz**2).min()
assert abs(scan_min / delta_min(E, Ef) - 1) < 1e-5
scan_ratio = scan_min / delta_min(E, Ef)

# ---- Dirac matrices and the exact tree-level spin and polarization sum ----
zero2, one2 = np.zeros((2, 2)), np.eye(2)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
g0 = np.block([[one2, zero2], [zero2, -one2]]).astype(complex)
gs = [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
unit = np.eye(4)


def slash(e, x, y, z):
    parts = [np.asarray(c)[..., None, None] for c in (e, x, y, z)]
    return (parts[0] * g0 - parts[1] * gs[0] - parts[2] * gs[1]
            - parts[3] * gs[2])


def spin_sum(E, Ef, px, py, fx, fy):
    """Average over initial spin, sum over final spin and polarization.
    Photon along z; (px,py) and (fx,fy) are electron transverse momenta."""
    w = E - Ef
    pz = np.sqrt(E**2 - 1 - px**2 - py**2)
    fz = np.sqrt(Ef**2 - 1 - fx**2 - fy**2)
    pk = w * (1 + px**2 + py**2) / (E + pz)
    fk = w * (1 + fx**2 + fy**2) / (Ef + fz)
    P = slash(E + 0 * px, px, py, pz)
    Q = slash(Ef + 0 * fx, fx, fy, fz)
    K = slash(w, 0.0, 0.0, w)
    total = 0
    for pol in gs[:2]:
        amp = (pol @ (Q + K + unit) @ g0 / (2 * fk)[:, None, None]
               - g0 @ (P - K + unit) @ pol / (2 * pk)[:, None, None])
        bar = g0 @ np.conj(np.swapaxes(amp, 1, 2)) @ g0
        product = (Q + unit) @ amp @ (P + unit) @ bar
        total = total + 0.5 * np.trace(product, axis1=1, axis2=2).real
    return total, pz, fz


E, Ef = 2000.0, 800.0
x, y = 1 - Ef / E, Ef / E
u = np.array([[0.7, 0.2], [1.5, -0.3], [0.1, 0.4]])
v = np.array([[-0.4, 0.9], [0.2, 0.5], [2.0, -1.0]])
exact = spin_sum(E, Ef, u[:, 0], u[:, 1], v[:, 0], v[:, 1])[0]
Du, Dv = 1 + (u**2).sum(1), 1 + (v**2).sum(1)
J2 = ((u / Du[:, None] - v / Dv[:, None])**2).sum(1)
I2 = (1 / Du - 1 / Dv)**2
derived = 8 * E**2 * y / x**2 * ((1 + y**2) * J2 + x**2 * I2)
spin_error = np.max(np.abs(exact / derived - 1))
assert spin_error < 2e-3


# ---- the two logarithms as integrals over the momentum transfer ----
def kernels(s):
    w1 = 4 * np.arcsinh(s / 2) / (s * np.sqrt(s**2 + 4))
    w2 = np.where(s < 0.02, 1 - s**2 / 5, 6 * (1 - w1) / s**2)
    return w1, w2


def logs(delta, one_minus_F, top=1e3):
    lnq = np.linspace(np.log(delta), np.log(top), 6001)
    q = np.exp(lnq)
    r = delta / q
    w1, w2 = kernels(q)
    atom = one_minus_F(q)**2
    low2 = 1 + 3 * r**2 - 4 * r**3 + 6 * r**2 * np.log(r)
    return (simpson(atom * (1 - r)**2 * w1, x=lnq),
            simpson(atom * low2 * w2, x=lnq))


def bare(q):
    return np.ones_like(q)


def bracket(y, L1, L2):
    return (1 + y**2) * L1 - 2 * y * L2 / 3


for L in logs(1e-6, bare):
    assert abs(L - (np.log(1e6) - 0.5)) < 1e-3

# angular integrals behind the kernels, by direct two-dimensional quadrature
node, weight = np.polynomial.legendre.leggauss(160)
z = 0.5 * (node + 1) * np.arcsinh(3e3)
wz = 0.5 * weight * np.arcsinh(3e3)
phi = (np.arange(80) + 0.5) * np.pi / 80
R, PH = np.meshgrid(np.sinh(z), phi, indexing='ij')
area = (wz * np.cosh(z) * np.sinh(z))[:, None] * 2 * np.pi / 80
for s in (0.7, 3.0):
    ax, bx, cy = R * np.cos(PH) + s / 2, R * np.cos(PH) - s / 2, R * np.sin(PH)
    Da, Db = 1 + ax**2 + cy**2, 1 + bx**2 + cy**2
    intJ = np.sum(area * ((ax / Da - bx / Db)**2 + (cy / Da - cy / Db)**2))
    intI = np.sum(area * (1 / Da - 1 / Db)**2)
    w1 = kernels(np.array(s))[0]
    assert abs(intJ / (np.pi * ((2 + s**2) * w1 - 2)) - 1) < 1e-4
    assert abs(intI / (2 * np.pi * (1 - w1)) - 1) < 1e-4

# ---- full phase-space integral of the tree cross section ----
# Exponential screening exp(-b r): 1 - F = q^2/(q^2+b^2).  Transverse kick < 8 m.
E, Ef, b, top = 200.0, 100.0, 0.005, 8.0
w, y, d = E - Ef, Ef / E, delta_min(E, Ef)
n1, h1 = np.polynomial.legendre.leggauss(44)
n2, h2 = np.polynomial.legendre.leggauss(56)
ln_lo, ln_hi = np.log(0.03 * d), np.log(top)
kick = np.exp(ln_lo + 0.5 * (n1 + 1) * (ln_hi - ln_lo))
wkick = 0.5 * h1 * (ln_hi - ln_lo) * 2 * np.pi * kick**2
zmax = np.arcsinh(40.0)
zz = 0.5 * (n2 + 1) * zmax
wrad = 0.5 * h2 * zmax * np.cosh(zz) * np.sinh(zz)
nphi = 28
ph = (np.arange(nphi) + 0.5) * np.pi / nphi
S, RR, PP = [g.ravel() for g in np.meshgrid(kick, np.sinh(zz), ph, indexing='ij')]
W = (wkick[:, None, None] * wrad[None, :, None]
     * np.full(nphi, 2 * np.pi / nphi)[None, None, :]).ravel()
cx, cy = RR * np.cos(PP), RR * np.sin(PP)
T2, pz, fz = spin_sum(E, Ef, cx + S / 2, cy, cx - S / 2, cy)
q2 = S**2 + (pz - fz - w)**2
p = np.sqrt(E**2 - 1)
# common factor alpha^3 Z^2 removed; flux 2p, phase space of electron and photon
integral = np.sum(W * T2 / (q2 + b**2)**2 * Ef / (p * pz * fz))
direct = (4 * np.pi)**3 * w**2 / (2 * p * 4 * Ef * (2 * np.pi)**5) * integral / 4
formula = bracket(y, *logs(d, lambda q: q**2 / (q**2 + b**2), top))
assert abs(direct / formula - 1) < 0.01

# ---- Thomas-Fermi function chi, integrated inward from its large-x form ----
# With g = x^3 chi and t = ln x the equation has no explicit t, so one inward
# solution, shifted in t until chi(0) = 1, is the neutral atom.
sigma, eps = (np.sqrt(73) - 7) / 2, 1e-4
tf = solve_ivp(lambda t, f: [f[1], 7 * f[1] - 12 + np.exp(f[0] / 2) - f[1]**2],
               (0, -40), [np.log(144 * (1 - eps)), eps * sigma / (1 - eps)],
               method='DOP853', rtol=1e-10, atol=1e-11, dense_output=True)
shift = (tf.y[0, -1] - 3 * tf.t[-1]) / 3


def chi(x):
    return np.exp(tf.sol(np.log(x) - shift)[0] - 3 * np.log(x))


root = np.linspace(0, 30, 120001)[1:]        # root = sqrt(x), x = r/a
xr = root**2
shell = 2 * root**2 * chi(xr)**1.5 * (root[1] - root[0])
shell[-1] *= 0.5
electrons = shell.sum()
assert abs(electrons - 1) < 1e-5             # neutral atom
q_tab = np.geomspace(1e-3, 60, 260)          # in units 1/a
omf_tab = np.array([np.sum(shell * (1 - np.sinc(q * xr / np.pi))) for q in q_tab])
spline = CubicSpline(np.log(q_tab), omf_tab)


def omf_TF(qa):
    """1 - F of the Thomas-Fermi atom; power laws outside the table."""
    mid = spline(np.log(np.clip(qa, q_tab[0], q_tab[-1])))
    high = 1 - (1 - omf_tab[-1]) * (q_tab[-1] / qa)**1.5
    low = omf_tab[0] * (qa / q_tab[0])**2
    return np.where(qa > q_tab[-1], high, np.where(qa < q_tab[0], low, mid))


lnq = np.linspace(np.log(1e-4), np.log(1e5), 8001)
C_mom = simpson(omf_TF(np.exp(lnq))**2, x=lnq) - lnq[-1]
# the same constant from the density in real space
lx = np.linspace(np.log(1e-5), np.log(1e4), 1600)
X = np.exp(lx)
prob = X**1.5 * chi(X)**1.5 * (lx[1] - lx[0])
A, B = X[:, None], X[None, :]
gap = np.abs(A - B) + 1e-300
mean_ln = ((A + B)**2 * np.log(A + B) - gap**2 * np.log(gap)) / (4 * A * B) - 0.5
C_real = 2 * prob @ np.log(X) - prob @ mean_ln @ prob - 1 + np.euler_gamma
assert abs(C_mom - C_real) < 2e-3

tf_coeff = (9 * np.pi**2 / 128)**(1 / 3)     # a = tf_coeff * a0 * Z^(-1/3)
number_TF = tf_coeff / alpha * np.exp(C_mom + 1)
assert 181 < number_TF < 186
b = 1e-5
L_exp = logs(1e-10, lambda q: q**2 / (q**2 + b**2))[0]
C_exp = L_exp + np.log(b) - 1
assert abs(C_exp + 0.5) < 1e-3
number_exp = tf_coeff / alpha * np.exp(C_exp + 1)

# ---- worked example: free iron atom in the Thomas-Fermi model ----
Z = 26
ma = tf_coeff / alpha * Z**(-1 / 3)


def iron(q):
    return omf_TF(q * ma)


sat1, sat2 = logs(1e-9, iron)
L183 = np.log(183 * Z**(-1 / 3))
assert abs(sat1 - L183) < 0.03
assert abs(sat1 - sat2 - 1 / 6) < 0.01
onset = ma / 2                               # delta a = 1 for w = E/2
cross_da = ma * np.exp(-sat1 - 0.5)
cross_E = ma / (2 * cross_da)
E99 = np.exp(brentq(lambda t: logs(0.5 * np.exp(-t), iron)[0] - 0.99 * sat1,
                    np.log(onset), np.log(1e6)))

print(f"scan minimum of q / formula (E=1000 m, E'=400 m): {scan_ratio:.7f}")
print(f"largest relative error of spin sum: {spin_error:.1e}")
print(f"phase-space bracket, E=200 m, E'=100 m, b=0.005 m: {direct:.4f}")
print(f"same bracket from the logarithms: {formula:.4f}")
print(f"Thomas-Fermi electron count / Z: {electrons:.6f}")
print(f"C, momentum space: {C_mom:.4f}")
print(f"C, real space: {C_real:.4f}")
print(f"C, exponential screening: {C_exp:.4f}")
print(f"Thomas-Fermi radius coefficient a Z^(1/3)/a0: {tf_coeff:.4f}")
print(f"m a Z^(1/3): {tf_coeff / alpha:.2f}")
print(f"number in the logarithm, Thomas-Fermi: {number_TF:.2f}")
print(f"number in the logarithm, exponential: {number_exp:.2f}")
print(f"electron mass: {mass_MeV:.6f} MeV")
print(f"iron Z: {Z}; m a: {ma:.3f}; 1/a: {1e3 * mass_MeV / ma:.3f} keV")
print(f"iron saturated L1: {sat1:.4f}; L2: {sat2:.4f}")
print(f"ln(183 Z^(-1/3)): {L183:.4f}")
print(f"w=E/2: onset delta a=1 at E = {onset * mass_MeV:.2f} MeV")
print(f"w=E/2: Coulomb log = saturated L1 at delta a = {cross_da:.3f}")
print(f"w=E/2: that crossing is at E = {cross_E * mass_MeV:.2f} MeV")
print(f"w=E/2: L1 within 1% of saturation at E = {E99 * mass_MeV:.0f} MeV")
print("w=E/2: E (MeV), delta (keV), delta a, L1 Coulomb, L1 iron")
screened, coulomb = [], []
for E_MeV in (10, 30, 100, 300, 1000, 10000, 100000):
    d = 0.5 * mass_MeV / E_MeV
    screened.append(logs(d, iron)[0])
    coulomb.append(logs(d, bare)[0])
    print(f"  {E_MeV:6d} {1e3 * mass_MeV * d:10.5f} {d * ma:9.5f}"
          f" {coulomb[-1]:8.4f} {screened[-1]:8.4f}")
# last decade of energy: bare logarithm still grows by ln 10, screened one is flat
assert abs(coulomb[-1] - coulomb[-2] - np.log(10)) < 1e-2
assert abs(screened[-1] - screened[-2]) < 0.01
print("E=50 MeV: w/E, delta a, L1 Coulomb, L1 iron")
for x in (0.1, 0.5, 0.9):
    d = delta_min(50 / mass_MeV, (1 - x) * 50 / mass_MeV)
    print(f"  {x:.1f} {d * ma:8.4f} {logs(d, bare)[0]:8.4f} {logs(d, iron)[0]:8.4f}")
barn = 4 * alpha * r_e**2 * Z**2 / 1e-28
y, d = 0.5, 0.5 * mass_MeV / 1e4
s_iron = barn * bracket(y, *logs(d, iron))
s_bare = barn * bracket(y, *logs(d, bare))
s_183 = barn * ((1 + y**2 - 2 * y / 3) * L183 + y / 9)
assert abs(s_iron / s_183 - 1) < 0.01
print(f"4 Z^2 alpha r_e^2: {barn:.4f} barn")
print(f"w dsigma/dw, E=10000 MeV, w=E/2, iron: {s_iron:.3f} barn")
print(f"same, complete-screening formula with 183: {s_183:.3f} barn")
print(f"same, bare nucleus: {s_bare:.3f} barn")
print("all assertions hold")
```

Printed output:

```
scan minimum of q / formula (E=1000 m, E'=400 m): 1.0000024
largest relative error of spin sum: 3.0e-06
phase-space bracket, E=200 m, E'=100 m, b=0.005 m: 4.6189
same bracket from the logarithms: 4.6219
Thomas-Fermi electron count / Z: 0.999999
C, momentum space: -0.5901
C, real space: -0.5902
C, exponential screening: -0.5000
Thomas-Fermi radius coefficient a Z^(1/3)/a0: 0.8853
m a Z^(1/3): 121.32
number in the logarithm, Thomas-Fermi: 182.79
number in the logarithm, exponential: 200.02
electron mass: 0.510999 MeV
iron Z: 26; m a: 40.953; 1/a: 12.478 keV
iron saturated L1: 4.1267; L2: 3.9608
ln(183 Z^(-1/3)): 4.1235
w=E/2: onset delta a=1 at E = 10.46 MeV
w=E/2: Coulomb log = saturated L1 at delta a = 0.401
w=E/2: that crossing is at E = 26.11 MeV
w=E/2: L1 within 1% of saturation at E = 476 MeV
w=E/2: E (MeV), delta (keV), delta a, L1 Coulomb, L1 iron
      10   13.05600   1.04635   3.1980   2.9676
      30    4.35200   0.34878   4.2761   3.5950
     100    1.30560   0.10464   5.4728   3.9412
     300    0.43520   0.03488   6.5694   4.0619
    1000    0.13056   0.01046   7.7726   4.1069
   10000    0.01306   0.00105  10.0749   4.1247
  100000    0.00131   0.00010  12.3774   4.1265
E=50 MeV: w/E, delta a, L1 Coulomb, L1 iron
  0.1   0.0233   6.9745   4.0831
  0.5   0.2093   4.7828   3.7800
  0.9   1.8834   2.6341   2.5220
4 Z^2 alpha r_e^2: 1.5669 barn
w dsigma/dw, E=10000 MeV, w=E/2, iron: 6.010 barn
same, complete-screening formula with 183: 6.010 barn
same, bare nucleus: 14.471 barn
all assertions hold
```
